# Vinylsilane Branching in the Chalk–Harrod and Modified Chalk–Harrod Cycles: verification in Python

```python
"""
Result under test: vinylsilane is reached through alkene insertion into M-Si,
not through insertion into M-H alone. Its fraction among silylated products is
F = kSi*b / (kappaH*Sigma + kSi*(rH+b)), independent of ethylene concentration.
kappaH = kH*rSi/(kHback+rSi), b = kb*d/(kbback+d),
Sigma = kSiback+rH+b, rH = r0+r1*[silane].
Catalyst states: M bare; A M(H)(Si); P M(Si)(ethyl);
Q M(H)(CH2CH2Si); V M(H)2(vinylsilane); D M(H)2; W alpha-silylalkyl.
E is ethylene, S is HSiR3; concentrations are mol/L and times are seconds.
Barriers are round model inputs, not calculated values for one complex.
"""
import numpy as np
from scipy.constants import R, h, k as kB, c
from scipy.integrate import solve_ivp

T = 353.0
barriers = {
    "add": 50, "release": 80, "H_insert": 62, "H_return": 64,
    "CSi_join": 86, "Si_insert": 78, "Si_return": 100,
    "CH_join": 75, "CH_assist": 74, "betaH": 70, "reinsert": 60,
    "vinyl_loss": 66, "hydrogenate": 65, "H2_loss": 75,
    "rebind": 66, "alpha_in": 64, "alpha_out": 80, "alpha_join": 85,
    "second_insert": 90, "H2_add": 50}

# Name, initial state, final state, reacting solute, changes in free species.
steps = [
    ("add", "M", "A", "S", {"S": -1}),
    ("release", "A", "M", "", {"S": 1}),
    ("H_insert", "A", "P", "E", {"E": -1}),
    ("H_return", "P", "A", "", {"E": 1}),
    ("CSi_join", "P", "M", "", {"ethyl": 1}),
    ("Si_insert", "A", "Q", "E", {"E": -1}),
    ("Si_return", "Q", "A", "", {"E": 1}),
    ("CH_join", "Q", "M", "", {"ethyl": 1}),
    ("CH_assist", "Q", "A", "S", {"S": -1, "ethyl": 1}),
    ("betaH", "Q", "V", "", {}),
    ("reinsert", "V", "Q", "", {}),
    ("vinyl_loss", "V", "D", "", {"vinyl": 1}),
    ("hydrogenate", "D", "M", "E", {"E": -1, "ethane": 1}),
    ("H2_loss", "D", "M", "", {"H2": 1})]
rebind = [("rebind", "D", "V", "vinyl", {"vinyl": -1})]
alpha = [("alpha_in", "V", "W", "", {}),
         ("alpha_out", "W", "V", "", {}),
         ("alpha_join", "W", "M", "", {"ethyl": 1})]
second = [("second_insert", "P", "M", "E",
           {"E": -1, "vinyl": 1, "ethane": 1})]
H2_add = [("H2_add", "M", "D", "H2", {"H2": -1})]


def rate_constants(changes=None):
    changes = changes or {}
    return {name: kB*T/h*np.exp(-1000*(g+changes.get(name, 0))/(R*T))
            for name, g in barriers.items()}


def steady_network(k, conc, network=steps):
    names = sorted({s[1] for s in network} | {s[2] for s in network})
    pos = {name: i for i, name in enumerate(names)}
    matrix = np.zeros((len(names), len(names)))
    for name, start, end, solute, _ in network:
        rate = k[name]*(conc[solute] if solute else 1)
        matrix[pos[end], pos[start]] += rate
        matrix[pos[start], pos[start]] -= rate
    matrix[-1] = 1
    right = np.zeros(len(names))
    right[-1] = 1
    values = np.linalg.solve(matrix, right)
    population = dict(zip(names, values))
    flux = dict.fromkeys(("E", "S", "ethyl", "vinyl", "ethane", "H2"), 0.0)
    for name, start, _, solute, change in network:
        rate = k[name]*population[start]*(conc[solute] if solute else 1)
        for species, amount in change.items():
            flux[species] += amount*rate
    return population, flux


def fraction(flux):
    return flux["vinyl"]/(flux["vinyl"]+flux["ethyl"])


def derived(k, E, S):
    kappa = k["H_insert"]*k["CSi_join"]/(k["H_return"]+k["CSi_join"])
    b = k["betaH"]*k["vinyl_loss"]/(k["reinsert"]+k["vinyl_loss"])
    rH = k["CH_join"]+k["CH_assist"]*S
    sigma = k["Si_return"]+rH+b
    F = k["Si_insert"]*b/(kappa*sigma+k["Si_insert"]*(rH+b))
    P = k["H_insert"]*E/(k["H_return"]+k["CSi_join"])
    Q = k["Si_insert"]*E/sigma
    V = Q*k["betaH"]/(k["reinsert"]+k["vinyl_loss"])
    D = b*Q/(k["H2_loss"]+k["hydrogenate"]*E)
    M = (k["release"]+k["CSi_join"]*P+(k["CH_join"]+b)*Q)/(k["add"]*S)
    turnover = (k["CSi_join"]*P+(rH+b)*Q)/(1+P+Q+V+D+M)
    return F, turnover, kappa, b


def reachable(insert_bonds):
    """Search bond changes for one ethylene on M(H)(Si)."""
    def order(items):
        return tuple(sorted(items))

    def without(items, item):
        result = list(items)
        result.remove(item)
        return result

    start = (("H", "H"), ("H", "H"), ("H", "Si"))
    pending, seen, products = [start], set(), set()
    while pending:
        state = pending.pop()
        if state in seen:
            continue
        seen.add(state)
        carbons, ligands = state[:2], state[2]
        if not any("M" in carbon for carbon in carbons):
            products.add(order(carbons))
            for X in set(ligands) & insert_bonds:
                for a in (0, 1):
                    new = [list(x) for x in carbons]
                    new[a].append("M")
                    new[1-a].append(X)
                    pending.append((order(new[0]), order(new[1]),
                                    order(without(ligands, X))))
        else:
            a = 0 if "M" in carbons[0] else 1
            for X in set(ligands):
                new = [list(x) for x in carbons]
                new[a] = without(new[a], "M")+[X]
                products.add(order((order(new[0]), order(new[1]))))
            for X in set(carbons[1-a]):
                if X == "H" or X in insert_bonds:
                    new = [list(x) for x in carbons]
                    new[a] = without(new[a], "M")
                    new[1-a] = without(new[1-a], X)
                    pending.append((order(new[0]), order(new[1]),
                                    order(list(ligands)+[X])))
    return products


ethylene = (("H", "H"), ("H", "H"))
ethylsilane = tuple(sorted((("H", "H", "H"), ("H", "H", "Si"))))
vinylsilane = tuple(sorted((("H", "H"), ("H", "Si"))))
H_products, Si_products = reachable({"H"}), reachable({"Si"})
assert H_products == {ethylene, ethylsilane}
assert Si_products == {ethylene, ethylsilane, vinylsilane}
assert vinylsilane in reachable({"H", "Si"})

# Composition vectors count H atoms, Si groups and two-carbon units.
composition = {
    "M": (0, 0, 0), "A": (1, 1, 0), "D": (2, 0, 0),
    "E": (4, 0, 1), "S": (1, 1, 0), "ethyl": (5, 1, 1),
    "vinyl": (3, 1, 1), "ethane": (6, 0, 1), "H2": (2, 0, 0)}
composition.update({state: (5, 1, 1) for state in "PQVW"})
for _, start, end, _, change in steps+rebind+alpha+second+H2_add:
    balance = np.array(composition[end])-np.array(composition[start])
    for species, amount in change.items():
        balance += amount*np.array(composition[species])
    assert np.all(balance == 0)

k = rate_constants()
E0, S0, catalyst = 2.0, 1.0, 1e-4
initial = {"E": E0, "S": S0, "vinyl": 0.0, "H2": 0.0}
population, flux = steady_network(k, initial)
F, turnover, kappa, b = derived(k, E0, S0)
rng = np.random.default_rng(4)
for _ in range(150):
    trial = {name: value*np.exp(rng.uniform(-2, 2))
             for name, value in k.items()}
    E, S = np.exp(rng.uniform(-2, 2, 2))
    _, trial_flux = steady_network(trial, {"E": E, "S": S})
    expected = derived(trial, E, S)
    assert np.isclose(fraction(trial_flux), expected[0], rtol=1e-7)
    assert np.isclose(trial_flux["vinyl"]+trial_flux["ethyl"],
                      expected[1], rtol=1e-7)
    assert np.isclose(trial_flux["vinyl"],
                      trial_flux["ethane"]+trial_flux["H2"], rtol=1e-7)


def network_F(constants, E=E0, S=S0):
    return fraction(steady_network(constants, {"E": E, "S": S})[1])


F_low_E, F_high_E = network_F(k, E=0.2), network_F(k, E=5)
F_low_S, F_high_S = network_F(k, S=0.1), network_F(k, S=5)
assert np.isclose(F_low_E, F_high_E, rtol=1e-8)
assert F_low_S > F_high_S
unassisted = dict(k, CH_assist=0.0)
F_unassisted = network_F(unassisted)
assert np.isclose(network_F(unassisted, S=0.1),
                  network_F(unassisted, S=5), rtol=1e-8)
S_half = (kappa*(k["Si_return"]+k["CH_join"]+b)
          + k["Si_insert"]*(k["CH_join"]+b))/(
              k["CH_assist"]*(kappa+k["Si_insert"]))
assert np.isclose(network_F(k, S=S_half), F_unassisted/2, rtol=1e-8)


def shifted_insertion(shift):
    return network_F(rate_constants({"H_insert": shift, "H_return": shift}))


F_fast, F_slow, F_broken = [shifted_insertion(x) for x in (-10, 10, 25)]
assert max(abs(F_fast/F-1), abs(F_slow/F-1)) < 0.01
assert abs(F_broken/F-1) > 0.03

# Integrate all catalyst and solute concentrations without a steady state.
states = ["M", "A", "P", "Q", "V", "D"]
solutes = ["E", "S", "ethyl", "vinyl", "ethane", "H2"]
labels = states+solutes
index = {name: i for i, name in enumerate(labels)}


def full_kinetics(_, y):
    change_rate = np.zeros_like(y)
    for name, start, end, solute, change in steps:
        rate = k[name]*y[index[start]]
        if solute:
            rate *= y[index[solute]]
        change_rate[index[start]] -= rate
        change_rate[index[end]] += rate
        for species, amount in change.items():
            change_rate[index[species]] += amount*rate
    return change_rate


def silane_target(_, y):
    return y[index["S"]]-0.1*S0


silane_target.terminal = True
silane_target.direction = -1
y0 = np.zeros(len(labels))
y0[index["M"]], y0[index["E"]], y0[index["S"]] = catalyst, E0, S0
batch = solve_ivp(full_kinetics, (0, 1e6), y0, method="BDF",
                  events=silane_target, rtol=1e-7, atol=1e-12)
assert batch.success and len(batch.t_events[0]) == 1
final = dict(zip(labels, batch.y_events[0][0]))


def reduced_batch(x, y):
    E, _ = y
    selectivity = derived(k, E, S0-x)[0]
    q = k["hydrogenate"]*E/(k["H2_loss"]+k["hydrogenate"]*E)
    return [-(1+selectivity*q), selectivity]


reduced = solve_ivp(reduced_batch, (0, 0.9*S0), [E0, 0],
                    rtol=1e-9, atol=1e-11)
assert reduced.success
# Catalyst-bound material limits agreement to a few catalyst concentrations.
assert abs(final["E"]-reduced.y[0, -1]) < 5*catalyst
assert abs(final["vinyl"]-reduced.y[1, -1]) < 5*catalyst

# Estimate omitted effects with rough model barriers and one frequency.
wavenumber = 1000.0
wigner = 1+(h*c*100*wavenumber/(kB*T))**2/24
tunnel_k = dict(k)
for name in ("H_insert", "H_return", "CH_join", "CH_assist",
             "betaH", "reinsert"):
    tunnel_k[name] *= wigner
F_tunnel = network_F(tunnel_k)
F_alpha = fraction(steady_network(k, initial, steps+alpha)[1])
F_second = fraction(steady_network(k, initial, steps+second)[1])
end_flux = steady_network(k, final)[1]
F_end = fraction(end_flux)
F_rebind = fraction(steady_network(k, final, steps+rebind)[1])
H2_flux = steady_network(k, final, steps+H2_add)[1]
end_turnover = end_flux["vinyl"]+end_flux["ethyl"]
H2_turnover = H2_flux["vinyl"]+H2_flux["ethyl"]
F_loss_low = network_F(rate_constants({"vinyl_loss": -4}))
F_loss_high = network_F(rate_constants({"vinyl_loss": 4}))
viscosity = 0.3e-3
diffusion = 8000*R*T/(3*viscosity)
fastest = max(k[s[0]] for s in steps if s[3])
H_route = k["CSi_join"]*population["P"]/flux["ethyl"]

print(f"Temperature: {T:.0f} K")
print(f"Start: ethylene {E0:.1f}, silane {S0:.1f} mol/L")
print(f"Catalyst: {1000*catalyst:.2f} mmol/L")
print("Step: barrier (kJ/mol), rate constant (1/s or L/mol/s)")
for name, _, _, solute, _ in steps:
    unit = "L/mol/s" if solute else "1/s"
    print(f"  {name}: {barriers[name]}, {k[name]:.4g} {unit}")
print("Bond search, M-H only, vinylsilane:", vinylsilane in H_products)
print("Bond search, M-Si only, vinylsilane:", vinylsilane in Si_products)
print("Populations (%):", ", ".join(
    f"{s} {100*population[s]:.3g}" for s in states))
print(f"Effective M-H product constant kappaH: {kappa:.4g} L/mol/s")
print(f"Effective vinyl branch constant b: {b:.4g} 1/s")
print(f"M-H/M-Si insertion rate ratio: {k['H_insert']/k['Si_insert']:.4g}")
print(f"P returns per C-Si elimination: {k['H_return']/k['CSi_join']:.4g}")
print(f"Turnover frequency at start: {turnover:.4g} 1/s")
print(f"Ethylsilane made by M-H insertion: {100*H_route:.2f} %")
print(f"Vinylsilane fraction at start: {100*F:.2f} %")
print(f"F at ethylene 0.2, 5 mol/L: {100*F_low_E:.2f}, {100*F_high_E:.2f} %")
print(f"F at silane 0.1, 5 mol/L: {100*F_low_S:.2f}, {100*F_high_S:.2f} %")
print(f"F without silane assistance: {100*F_unassisted:.2f} %")
print(f"Silane concentration halving F: {S_half:.4f} mol/L")
print(f"F, M-H barrier -10, +10, +25 kJ/mol: {100*F_fast:.2f}, "
      f"{100*F_slow:.2f}, {100*F_broken:.2f} %")
print(f"Batch time to 90% silane consumption: {batch.t_events[0][0]:.1f} s")
for species in ("E", "ethyl", "vinyl", "ethane", "H2"):
    print(f"Batch final {species}: {final[species]:.5f} mol/L")
print(f"Batch vinylsilane fraction: {100*fraction(final):.2f} %")
print(f"Reduced batch vinylsilane: {reduced.y[1, -1]:.5f} mol/L")
print(f"Tunnelling: {wavenumber:.0f} 1/cm, factor {wigner:.3f}, "
      f"F {100*F_tunnel:.2f} %")
print("Alpha barriers in, out, join (kJ/mol):",
      *(barriers[x] for x in ("alpha_in", "alpha_out", "alpha_join")))
print(f"F with alpha-silyl isomer: {100*F_alpha:.2f} %")
print(f"Second insertion: barrier {barriers['second_insert']} kJ/mol, "
      f"F {100*F_second:.2f} %")
print(f"Final F without, with vinyl rebinding: {100*F_end:.2f}, "
      f"{100*F_rebind:.2f} %; barrier {barriers['rebind']} kJ/mol")
print(f"Final turnover without, with H2 rebinding: {end_turnover:.4g}, "
      f"{H2_turnover:.4g} 1/s; barrier {barriers['H2_add']} kJ/mol")
print(f"F for vinyl-loss barrier -4, +4 kJ/mol: {100*F_loss_low:.2f}, "
      f"{100*F_loss_high:.2f} %")
print(f"Viscosity: {1000*viscosity:.1f} mPa s; diffusion limit: "
      f"{diffusion:.3g} L/mol/s")
print(f"Fastest bimolecular step/diffusion limit: {fastest/diffusion:.3g}")
print("PASS")
```

Printed output:

```
Temperature: 353 K
Start: ethylene 2.0, silane 1.0 mol/L
Catalyst: 0.10 mmol/L
Step: barrier (kJ/mol), rate constant (1/s or L/mol/s)
  add: 50, 2.938e+05 L/mol/s
  release: 80, 10.69 1/s
  H_insert: 62, 4925 L/mol/s
  H_return: 64, 2492 1/s
  CSi_join: 86, 1.384 1/s
  Si_insert: 78, 21.13 L/mol/s
  Si_return: 100, 0.01174 1/s
  CH_join: 75, 58.72 1/s
  CH_assist: 74, 82.56 L/mol/s
  betaH: 70, 322.6 1/s
  reinsert: 60, 9736 1/s
  vinyl_loss: 66, 1260 1/s
  hydrogenate: 65, 1772 L/mol/s
  H2_loss: 75, 58.72 1/s
Bond search, M-H only, vinylsilane: False
Bond search, M-Si only, vinylsilane: True
Populations (%): M 0.00254, A 19.2, P 76, Q 4.56, V 0.134, D 0.0468
Effective M-H product constant kappaH: 2.734 L/mol/s
Effective vinyl branch constant b: 36.98 1/s
M-H/M-Si insertion rate ratio: 233.1
P returns per C-Si elimination: 1800
Turnover frequency at start: 9.182 1/s
Ethylsilane made by M-H insertion: 14.04 %
Vinylsilane fraction at start: 18.37 %
F at ethylene 0.2, 5 mol/L: 18.37, 18.37 %
F at silane 0.1, 5 mol/L: 31.50, 6.44 %
F without silane assistance: 34.21 %
Silane concentration halving F: 1.1592 mol/L
F, M-H barrier -10, +10, +25 kJ/mol: 18.37, 18.40, 20.06 %
Batch time to 90% silane consumption: 1078.6 s
Batch final E: 0.89137 mol/L
Batch final ethyl: 0.68605 mol/L
Batch final vinyl: 0.21385 mol/L
Batch final ethane: 0.20866 mol/L
Batch final H2: 0.00518 mol/L
Batch vinylsilane fraction: 23.76 %
Reduced batch vinylsilane: 0.21387 mol/L
Tunnelling: 1000 1/cm, factor 1.692, F 12.36 %
Alpha barriers in, out, join (kJ/mol): 64 80 85
F with alpha-silyl isomer: 16.84 %
Second insertion: barrier 90 kJ/mol, F 22.89 %
Final F without, with vinyl rebinding: 31.50, 28.79 %; barrier 66 kJ/mol
Final turnover without, with H2 rebinding: 7.204, 7.201 1/s; barrier 50 kJ/mol
F for vinyl-loss barrier -4, +4 kJ/mol: 38.44, 6.04 %
Viscosity: 0.3 mPa s; diffusion limit: 2.61e+10 L/mol/s
Fastest bimolecular step/diffusion limit: 1.13e-05
PASS
```
